# Electric and magnetic multipole emission rates, with the hydrogen 3d–1s quadrupole line: a numerical check

```python
# Result under test (Hartree atomic units, c = 1/alpha, k = omega/c):
#   rate(type, L, M) = 8 pi (L+1) / (L ((2L+1)!!)^2) * k^(2L+1) * |T_LM|^2
#   electric: T = integral rho r^L conj(Y_LM)
#   magnetic: T = integral (r x J) . grad(r^L conj(Y_LM)) / (c (L+1))
# and, for hydrogen 3d -> 1s with a fixed nucleus, rate = alpha^5 / 1440.
# rho and J are the transition charge and current densities of one electron.
# Independent road: plane-wave photons, summed over polarization and direction.
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import spherical_jn, factorial2

alpha = const.fine_structure
c_phys = 1 / alpha
per_second = 1 / const.physical_constants['atomic unit of time'][0]
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9

# ---------- quadrature grid in space ----------
def sphere_rule(n_theta, n_phi):
    u, wu = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * pi * np.arange(n_phi) / n_phi
    U, P = np.meshgrid(u, phi, indexing='ij')
    s = np.sqrt(1 - U**2)
    n = np.array([s * np.cos(P), s * np.sin(P), U]).reshape(3, -1)
    return n, np.repeat(wu, n_phi) * 2 * pi / n_phi

t, wt = np.polynomial.legendre.leggauss(64)
r_max = 60.0
r_nodes, r_weights = r_max * (t + 1) / 2, r_max * wt / 2
unit, w_ang = sphere_rule(24, 32)
pos = (r_nodes[None, :, None] * unit[:, None, :]).reshape(3, -1)
weight = ((r_weights * r_nodes**2)[:, None] * w_ang[None, :]).ravel()
radius = np.repeat(r_nodes, unit.shape[1])

# ---------- solid harmonics r^L Y_LM and their derivatives ----------
X, Y, Z = sp.symbols('x y z', real=True)

def curl(v):
    return [sp.diff(v[2], Y) - sp.diff(v[1], Z),
            sp.diff(v[0], Z) - sp.diff(v[2], X),
            sp.diff(v[1], X) - sp.diff(v[0], Y)]

def on_grid(expressions):
    f = sp.lambdify((X, Y, Z), expressions, 'numpy')
    return np.array([v + np.zeros(pos.shape[1], complex) for v in f(*pos)])

@lru_cache(maxsize=None)
def solid(L, M):
    total = 0
    for p in range(L + 1):
        q = p - M
        s = L - p - q
        if q >= 0 and s >= 0:
            total += ((-(X + sp.I * Y) / 2)**p * ((X - sp.I * Y) / 2)**q
                      * Z**s / (factorial(p) * factorial(q) * factorial(s)))
    norm = sqrt((2 * L + 1) / (4 * pi) * factorial(L + M) * factorial(L - M))
    S = sp.expand(total) * norm
    g = [sp.diff(S, a) for a in (X, Y, Z)]
    LS = [-sp.I * (Y * g[2] - Z * g[1]), -sp.I * (Z * g[0] - X * g[2]),
          -sp.I * (X * g[1] - Y * g[0])]
    LS = [sp.expand(v) for v in LS]
    a = on_grid([S] + g + LS + curl(LS))
    return a[0], a[1:4], a[4:7], a[7:10]

# ---------- hydrogen states with l = n - 1 (1s, 2p, 3d) ----------
def state(n, m):
    S, grad_S, _, _ = solid(n - 1, m)
    f = (2 / n)**(n + 0.5) / sqrt(factorial(2 * n)) * np.exp(-radius / n)
    return f * S, f * (grad_S - S * pos / (radius * n))

def densities(n_i, m_i, n_f, m_f):
    a, grad_a = state(n_i, m_i)
    b, grad_b = state(n_f, m_f)
    rho = -b.conj() * a
    J = 0.5j * (b.conj() * grad_a - a * grad_b.conj())
    return rho, J

for n in (1, 2, 3):
    for m in range(-n + 1, n):
        assert abs(np.sum(weight * abs(state(n, m)[0])**2) - 1) < 1e-9

# ---------- three ways to a rate ----------
directions, w_dir = sphere_rule(10, 10)

def plane_wave_rate(J, omega, c):
    k = omega / c
    total = 0.0
    for n, w in zip(directions.T, w_dir):
        Jk = J @ (weight * np.exp(-1j * k * (n @ pos)))
        total += w * (np.sum(abs(Jk)**2) - abs(n @ Jk)**2)
    return k / (2 * pi * c**2) * total

def mode_rate(J, omega, c, kind, L, M):
    k = omega / c
    _, _, LS, curl_LS = solid(L, M)
    g = spherical_jn(L, k * radius) / radius**L
    if kind == 'M':
        a = g * LS
    else:
        dg = -k * spherical_jn(L + 1, k * radius) / radius**L
        a = (dg * np.cross(pos / radius, LS, axis=0) + g * curl_LS) / k
    a = a / sqrt(L * (L + 1))
    return 8 * pi * k / c**2 * abs(np.sum(weight * J * a.conj()))**2

def prefactor(L):
    return 8 * pi * (L + 1) / (L * float(factorial2(2 * L + 1))**2)

def long_wave_rate(rho, J, omega, c, kind, L, M):
    S, grad_S, _, _ = solid(L, M)
    if kind == 'E':
        T = np.sum(weight * rho * S.conj())
    else:
        T = np.sum(weight * np.cross(pos, J, axis=0) * grad_S.conj())
        T = T / (c * (L + 1))
    return prefactor(L) * (omega / c)**(2 * L + 1) * abs(T)**2

# ---------- plane waves against spherical modes, strong retardation ----------
omega_32, omega_31 = (1 / 4 - 1 / 9) / 2, (1 - 1 / 9) / 2
c_small = 0.25
pairs_32 = [densities(3, 1, 2, m) for m in (-1, 0, 1)]
plane_total = sum(plane_wave_rate(J, omega_32, c_small) for _, J in pairs_32)
share = {}
for kind in 'EM':
    for L in (1, 2, 3):
        share[kind + str(L)] = sum(
            mode_rate(J, omega_32, c_small, kind, L, M)
            for _, J in pairs_32 for M in range(-L, L + 1)) / plane_total
assert abs(sum(share.values()) - 1) < 1e-6
for name in ('E1', 'M2', 'E3'):
    assert share[name] > 1e-5
for name in ('M1', 'E2', 'M3'):
    assert share[name] < 1e-12

# ---------- long-wave formulas against full modes, physical c ----------
rate_32 = {}
for kind, L in (('E', 1), ('M', 2), ('E', 3)):
    full = sum(mode_rate(J, omega_32, c_phys, kind, L, M)
               for _, J in pairs_32 for M in range(-L, L + 1))
    simple = sum(long_wave_rate(rho, J, omega_32, c_phys, kind, L, M)
                 for rho, J in pairs_32 for M in range(-L, L + 1))
    assert abs(simple / full - 1) < 1e-3  # neglected terms are of order (kr)^2
    rate_32[kind + str(L)] = simple * per_second

# ---------- spin current c curl(m): moment equals integral m . grad ----------
R = sp.sqrt(X**2 + Y**2 + Z**2)
m_vec = [f * sp.exp(-R) for f in (X * Z, X, 1 + Z + Z**2)]
m_grid, curl_grid = on_grid(m_vec), on_grid(curl(m_vec))
for L in (1, 2, 3):
    grad_S = solid(L, 0)[1]
    left = np.sum(weight * np.cross(pos, curl_grid, axis=0) * grad_S) / (L + 1)
    right = np.sum(weight * m_grid * grad_S)
    assert abs(right) > 0.1 and abs(left / right - 1) < 1e-7

# ---------- hydrogen 3d -> 1s ----------
x = sp.symbols('x', positive=True)
R10 = 2 * sp.exp(-x)
R32 = 4 * x**2 * sp.exp(-x / 3) / (81 * sp.sqrt(30))
assert sp.integrate(R32**2 * x**2, (x, 0, sp.oo)) == 1
radial = sp.integrate(sp.expand(R10 * R32 * x**4), (x, 0, sp.oo))
coefficient = sp.simplify(sp.Rational(4, 9)**5 * radial**2 / 75)
assert coefficient == sp.Rational(1, 1440)
rate_au = float(coefficient) * alpha**5
rate_si = rate_au * per_second

plane_31 = []
for m in range(-2, 3):
    rho, J = densities(3, m, 1, 0)
    plane_31.append(plane_wave_rate(J, omega_31, c_phys) * per_second)
    moment = sum(long_wave_rate(rho, J, omega_31, c_phys, 'E', 2, M)
                 for M in range(-2, 3))
    assert abs(moment / rate_au - 1) < 1e-7
    assert abs(plane_31[-1] / rate_si - 1) < 1e-3  # retardation, order (kr)^2

# only the E2 photon takes part, even with strong retardation
rho0, J0 = densities(3, 0, 1, 0)
only_E2 = mode_rate(J0, omega_31, 1.0, 'E', 2, 0)
assert abs(only_E2 / plane_wave_rate(J0, omega_31, 1.0) - 1) < 1e-6

def retardation(c):
    simple = long_wave_rate(rho0, J0, omega_31, c, 'E', 2, 0)
    return plane_wave_rate(J0, omega_31, c) / simple - 1

ret_20, ret_40 = retardation(20.0), retardation(40.0)
assert abs(ret_20 / ret_40 - 4) < 0.2

# ---------- finite proton mass: both charges, coordinates from the centre ----------
Mp = const.m_p / const.m_e
mu = Mp / (1 + Mp)
charge2 = -(Mp / (1 + Mp))**2 + (1 / (1 + Mp))**2
N1, N3 = 2 * mu**1.5, 4 * mu**3.5 / (81 * sqrt(30))
integral = quad(lambda s: N1 * N3 * s**6 * np.exp(-4 * mu * s / 3),
                0, 60, epsabs=1e-12, epsrel=1e-11)[0]
rate_mass = (alpha * mu * 4 / 9)**5 * (charge2 * integral)**2 / 75 * per_second
mass_factor = mu * ((Mp - 1) / (Mp + 1))**2
assert abs(rate_mass / (rate_si * mass_factor) - 1) < 1e-8

# ---------- printed numbers ----------
k31 = alpha * omega_31
print(f"fine-structure constant alpha: {alpha:.9f}")
print(f"atomic unit of rate: {per_second:.6e} 1/s")
for L in (1, 2, 3):
    print(f"prefactor 8pi(L+1)/(L((2L+1)!!)^2), L={L}: {prefactor(L):.6f}")
print("Test 3d(m=1) -> 2p at artificial c = %.2f a.u." % c_small)
print(f"  wave number k: {omega_32 / c_small:.5f} 1/bohr")
print(f"  plane-wave total rate: {plane_total:.6e} a.u.")
for name in ('E1', 'M2', 'E3'):
    print(f"  share of {name} modes: {share[name]:.6f}")
print(f"  sum of all mode shares minus 1: {sum(share.values()) - 1:.1e}")
print("Hydrogen 3d -> 1s, fixed nucleus")
print(f"  frequency omega: {omega_31:.6f} hartree")
print(f"  wave number k: {k31:.6e} 1/bohr")
print(f"  wavelength: {2 * pi / k31 * bohr_nm:.3f} nm")
print(f"  radial integral R, closed form: {radial} bohr^2")
print(f"  radial integral R: {float(radial):.6f} bohr^2")
print(f"  R squared: {float(radial**2):.6f} bohr^4")
print(f"  rate / alpha^5: {coefficient} a.u.")
print(f"  E2 rate: {rate_au:.5e} a.u.")
print(f"  E2 rate: {rate_si:.2f} 1/s")
for m, value in zip(range(-2, 3), plane_31):
    print(f"  plane-wave rate from m={m:+d}: {value:.2f} 1/s")
print(f"  relative retardation effect, c=20 a.u.: {ret_20:.4e}")
print(f"  relative retardation effect, c=40 a.u.: {ret_40:.4e}")
print(f"  ratio of these two effects: {ret_20 / ret_40:.4f}")
print(f"  relative retardation, physical c: {retardation(c_phys):.2e}")
print(f"  proton-to-electron mass ratio: {Mp:.4f}")
print(f"  finite-mass factor: {mass_factor:.6f}")
print(f"  E2 rate with finite proton mass: {rate_mass:.2f} 1/s")
print("Hydrogen 3d -> 2p, fixed nucleus, physical c")
print(f"  frequency omega: {omega_32:.6f} hartree")
print(f"  E1 rate: {rate_32['E1']:.4e} 1/s")
print(f"  M2 rate, orbital current only: {rate_32['M2']:.4e} 1/s")
print(f"  E3 rate: {rate_32['E3']:.4e} 1/s")
print(f"  (3d-1s E2 rate)/(3d-2p E1 rate): {rate_si / rate_32['E1']:.4e}")
print("finished without a failed check")
```

Printed output:

```
fine-structure constant alpha: 0.007297353
atomic unit of rate: 4.134137e+16 1/s
prefactor 8pi(L+1)/(L((2L+1)!!)^2), L=1: 5.585054
prefactor 8pi(L+1)/(L((2L+1)!!)^2), L=2: 0.167552
prefactor 8pi(L+1)/(L((2L+1)!!)^2), L=3: 0.003039
Test 3d(m=1) -> 2p at artificial c = 0.25 a.u.
  wave number k: 0.27778 1/bohr
  plane-wave total rate: 9.367469e-02 a.u.
  share of E1 modes: 0.889474
  share of M2 modes: 0.073099
  share of E3 modes: 0.037427
  sum of all mode shares minus 1: 6.7e-16
Hydrogen 3d -> 1s, fixed nucleus
  frequency omega: 0.444444 hartree
  wave number k: 3.243268e-03 1/bohr
  wavelength: 102.518 nm
  radial integral R, closed form: 81*sqrt(30)/256 bohr^2
  radial integral R: 1.733028 bohr^2
  R squared: 3.003387 bohr^4
  rate / alpha^5: 1/1440 a.u.
  E2 rate: 1.43702e-14 a.u.
  E2 rate: 594.09 1/s
  plane-wave rate from m=-2: 594.06 1/s
  plane-wave rate from m=-1: 594.06 1/s
  plane-wave rate from m=+0: 594.06 1/s
  plane-wave rate from m=+1: 594.06 1/s
  plane-wave rate from m=+2: 594.06 1/s
  relative retardation effect, c=20 a.u.: -1.6650e-03
  relative retardation effect, c=40 a.u.: -4.1657e-04
  ratio of these two effects: 3.9971
  relative retardation, physical c: -3.55e-05
  proton-to-electron mass ratio: 1836.1527
  finite-mass factor: 0.997281
  E2 rate with finite proton mass: 592.47 1/s
Hydrogen 3d -> 2p, fixed nucleus, physical c
  frequency omega: 0.069444 hartree
  E1 rate: 6.4686e+07 1/s
  M2 rate, orbital current only: 4.4230e-05 1/s
  E3 rate: 2.2646e-05 1/s
  (3d-1s E2 rate)/(3d-2p E1 rate): 9.1841e-06
finished without a failed check
```
